**Delta-shell term in the kinetic matrix elements of hard-wall orbitals**

For $\phi=u(r)Y_{l0}/r$ with $u(r_c)=0$, slope $s=u'(r_c^-)$ and radial eigenvalue $\epsilon$ in $v=-Z/r$ (Hartree atomic units), $\hat T\phi=(\epsilon-v)\phi\,\theta(r_c-r)+\frac{s}{2r_c}Y_{l0}\,\delta(r-r_c)$. Hence $T_{AB}=\tfrac12\int\nabla\phi_A\cdot\nabla\phi_B=N_{AB}+\Sigma_{AB}$, where $N_{AB}=\langle A|\epsilon_B-v_B|B\rangle$ and $\Sigma_{AB}=\tfrac12s_Br_{c,B}\oint Y_B\phi_A\,d\Omega$; $d$ is the distance of the centres, $S$ the overlap and $V_0$ the height of a finite wall. The program asserts the eigenvalues against finite differences, $d\epsilon/dr_c=-s^2/2$, the identity on Gaussian test functions, and the gradient form against $N+\Sigma$ in both orderings for s–s, s–p and nested pairs, with the s–s closed form. It also asserts the Fourier integral and its large-$k$ tail, the near-contact exponents 2 for $T$ and 4 for $N$, the $V_0^{-1/2}$ approach of a finite wall to the shell, and the closed-form roots of an on-site pair. The output shows that for a hydrogen atom with 1s orbitals cut at 3 and 4 bohr the symmetrized naive matrix has a root 2.49 eV below $-\tfrac12$ Ha. For H$_2^+$ at 2 bohr with $r_c=4$ bohr, omitting $\Sigma$ raises $\sigma_g$ by 0.254 eV and lowers $\sigma_u$ by 0.797 eV; aug-cc-pV5Z levels are printed as finite-basis upper bounds for comparison.

## Program and output

```python
# Hard-wall orbital phi = u(r)/r Y_l0, u(rc) = 0, slope s = u'(rc-), radial eigenvalue eps
# in the generating potential v = -Z/r (Hartree atomic units). Result under test:
#   T phi = (eps - v) phi theta(rc - r) + s/(2 rc) Y_l0 delta(r - rc),
#   T_AB = 1/2 int grad(phi_A).grad(phi_B) = N_AB + Sigma_AB,
#   N_AB = <A|eps_B - v_B|B> (naive),  Sigma_AB = 1/2 s_B rc_B int Y_B phi_A dOmega (shell).
# d = distance of centres, S = overlap, g = u / r^(l+1), V0 = height of a finite wall.
import numpy as np
from scipy.special import hyp1f1
from scipy.optimize import brentq
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.constants import physical_constants
from pyscf import gto

EV = physical_constants['Hartree energy in eV'][0]

def gl(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5*(b - a)*x + 0.5*(a + b), 0.5*(b - a)*w

def show(label, value, unit):
    print(f"{label}: {value:.7g} {unit}")

class Orbital:
    def __init__(self, Z, l, rc, V0=None):
        self.Z, self.l, self.rc, self.c = Z, l, rc, 1.0
        self.ang = np.sqrt((2*l + 1)/(4*np.pi))
        low = l + 1 + 1e-9
        nu = brentq(lambda n: hyp1f1(l + 1 - n, 2*l + 2, 2*Z*rc/n), low, l + 2.5,
                    xtol=1e-15, rtol=1e-15)
        if V0 is not None:   # s wave only: match to exp(-decay (r - rc)) outside
            def mismatch(n):
                self.set_nu(n)
                return self.du(rc) + np.sqrt(2*(V0 - self.eps))*self.u(rc)
            nu = brentq(mismatch, low, nu, xtol=1e-15, rtol=1e-15)
        self.set_nu(nu)
        r, w = gl(0, rc, 80)
        norm = np.sum(w*self.u(r)**2)
        if V0 is not None:
            self.decay = np.sqrt(2*(V0 - self.eps))
            norm += self.u(rc)**2/(2*self.decay)
        self.c = 1/np.sqrt(norm)
        self.slope = self.du(rc)
    def set_nu(self, nu):
        self.k = self.Z/nu
        self.eps = -0.5*self.k**2
        self.a, self.b = self.l + 1 - nu, 2*self.l + 2
    def g(self, r):
        return self.c*np.exp(-self.k*r)*hyp1f1(self.a, self.b, 2*self.k*r)
    def dg(self, r):
        return -self.k*self.g(r) + self.c*np.exp(-self.k*r)*2*self.k*self.a/self.b \
            * hyp1f1(self.a + 1, self.b + 1, 2*self.k*r)
    def u(self, r):
        return r**(self.l + 1)*self.g(r)
    def du(self, r):
        return (self.l + 1)*r**self.l*self.g(r) + r**(self.l + 1)*self.dg(r)
    def field(self, r, rho, z):   # value, rho- and z-component of the gradient
        g, dg = self.ang*self.g(r), self.ang*self.dg(r)
        zl = z**self.l
        return g*zl, dg*zl*rho/r, dg*zl*z/r + self.l*g

def two_centre(A, B, d, n=40):
    # A at origin, B at z = d; bipolar coordinates, panels split at every kink
    lo, hi = max(0.0, d - A.rc), min(B.rc, d + A.rc)
    cuts = sorted({lo, hi} | {x for x in (d, A.rc - d) if lo < x < hi})
    x, wx = np.polynomial.legendre.leggauss(n)
    out = dict(S=0.0, T=0.0, NB=0.0, NA=0.0, V=0.0)
    for p, q in zip(cuts[:-1], cuts[1:]):
        rb, wb = gl(p, q, n)
        a0, a1 = np.abs(d - rb)[:, None], np.minimum(d + rb, A.rc)[:, None]
        ra = 0.5*(a1 - a0)*x + 0.5*(a1 + a0)
        rb = rb[:, None]*np.ones_like(ra)
        w = wb[:, None]*0.5*(a1 - a0)*wx*2*np.pi*ra*rb/d
        z = (ra**2 - rb**2 + d**2)/(2*d)
        rho = np.sqrt(np.clip(ra**2 - z**2, 0, None))
        fa, pa, za = A.field(ra, rho, z)
        fb, pb, zb = B.field(rb, rho, z - d)
        out['S'] += np.sum(w*fa*fb)
        out['T'] += 0.5*np.sum(w*(pa*pb + za*zb))
        out['NB'] += np.sum(w*fa*fb*(B.eps + B.Z/rb))
        out['NA'] += np.sum(w*fa*fb*(A.eps + A.Z/ra))
        out['V'] -= np.sum(w*fa*fb*(A.Z/ra + B.Z/rb))
    return out

def sphere_integral(ket, r, bra, D):
    # int Y_ket phi_bra dOmega on the sphere of radius r about ket; D = z_ket - z_bra
    top = min(1.0, (bra.rc**2 - D**2 - r**2)/(2*abs(D)*r))
    if top <= -1:
        return 0.0
    t, w = gl(-1, top, 80)
    mu = np.sign(D)*t
    dist = np.sqrt(r**2 + D**2 + 2*D*r*mu)
    phi = bra.ang*bra.g(dist)*(r*mu + D)**bra.l
    return 2*np.pi*np.sum(w*ket.ang*mu**ket.l*phi)

def shell(ket, bra, D):
    return 0.5*ket.slope*ket.rc*sphere_integral(ket, ket.rc, bra, D)

s3, s4, pz = Orbital(1, 0, 3.0), Orbital(1, 0, 4.0), Orbital(2, 1, 3.5)

# ---- orbitals: eigenvalues, wall derivative, test-function identity
assert abs(Orbital(1, 0, 2.0).eps + 0.125) < 1e-11
for name, o in (("1s Z=1 rc=3", s3), ("1s Z=1 rc=4", s4), ("2pz Z=2 rc=3.5", pz)):
    m = 4000
    h = o.rc/m
    r = h*np.arange(1, m)
    e_fd = eigh_tridiagonal(1/h**2 - o.Z/r + o.l*(o.l + 1)/(2*r**2), -0.5/h**2*np.ones(m - 2),
                            eigvals_only=True, select='i', select_range=(0, 0))[0]
    assert abs(e_fd - o.eps) < 1e-5          # O(h^2) grid error
    de = (Orbital(o.Z, o.l, o.rc + 1e-4).eps - Orbital(o.Z, o.l, o.rc - 1e-4).eps)/2e-4
    assert abs(de + 0.5*o.slope**2) < 1e-7
    r, w = gl(0, o.rc, 80)
    al = 0.1
    test = lambda x: x**(o.l + 1)*np.exp(-al*x**2)
    lhs = np.sum(w*o.u(r)*test(r)*(al*(2*o.l + 3) - 2*al**2*r**2))
    naive = np.sum(w*o.u(r)*test(r)*(o.eps + o.Z/r))
    assert abs(lhs - naive - 0.5*o.slope*test(o.rc)) < 1e-10 and abs(lhs - naive) > 1e-2
    print(f"{name}: eps = {o.eps:.7f} Ha, s = {o.slope:.7f} bohr^-3/2, deps/drc = {de:.7f} Ha/bohr")

# ---- off-site elements, T acting on either side
cases = (("s4|s3 d=2", s4, s3, 2.0), ("s4|pz d=2.5", s4, pz, 2.5), ("nested s3|s4 d=0.5", s3, s4, 0.5))
res = {}
for name, A, B, d in cases:
    I = two_centre(A, B, d)
    sB, sA = shell(B, A, d), shell(A, B, -d)
    assert abs(I['T'] - I['NB'] - sB) < 1e-9 and abs(I['T'] - I['NA'] - sA) < 1e-9
    assert abs(I['NB'] - I['NA']) > 1e-3     # naive matrix is not symmetric
    if A.l == 0 and B.l == 0:
        for ket, bra, key in ((B, A, 'NB'), (A, B, 'NA')):
            a, b = abs(d - ket.rc), min(d + ket.rc, bra.rc)
            closed = 0.0
            if b > a:
                r, w = gl(a, b, 40)
                closed = ket.slope/(4*d)*np.sum(w*bra.u(r))
            assert abs(I['T'] - I[key] - closed) < 1e-9
    res[name] = (I, sB)
    print(f"{name}: S = {I['S']:.7f}, T grad = {I['T']:.7f} Ha")
    print(f"  ket B: N = {I['NB']:.7f} Ha, Sigma = {sB:.7f} Ha")
    print(f"  ket A: N = {I['NA']:.7f} Ha, Sigma = {sA:.7f} Ha")
nested = res["nested s3|s4 d=0.5"][0]
assert abs(nested['T'] - nested['NB']) < 1e-9
I43, shell43 = res["s4|s3 d=2"]

# ---- momentum space
K = 120
panels = [gl(i, i + 1, 16) for i in range(K)]
k, wk = np.concatenate([p[0] for p in panels]), np.concatenate([p[1] for p in panels])
def bessel_transform(o):
    r, w = gl(0, o.rc, 400)
    return np.sin(np.outer(k, r)) @ (w*o.u(r))/k
f3, f4 = bessel_transform(s3), bessel_transform(s4)
T_k = np.sum(wk*k**4*f3*f4*np.sinc(k*2.0/np.pi))/np.pi
assert abs(T_k - I43['T']) < 1e-6            # oscillating K^-3 truncation
big = k > 80
assert np.max(np.abs(k**3*f4 - s4.slope*np.sin(k*s4.rc) - 2*s4.Z*s4.g(0.0)/k)[big]) < 1e-3
r4, w4 = gl(0, s4.rc, 80)
T_on_grad = 0.5*np.sum(w4*(r4*s4.dg(r4))**2)
T_on_naive = np.sum(w4*s4.u(r4)**2*(s4.eps + 1/r4))
assert abs(T_on_grad - T_on_naive) < 1e-10   # no shell on the diagonal
missing, tail = T_on_grad - np.sum(wk*k**4*f4**2)/np.pi, s4.slope**2/(2*np.pi*K)
assert abs(missing - tail) < 3e-6 and tail > 3e-5   # cusp adds about 1e-6
show("s4|s3 d=2 T from Fourier integral, K=120/bohr", T_k, "Ha")
print(f"s4 on-site T missing above K: {missing:.4e} Ha, s^2/(2 pi K): {tail:.4e} Ha")

# ---- near contact
near = {dl: two_centre(s4, s3, s4.rc + s3.rc - dl) for dl in (0.02, 0.01)}
law = -abs(s4.slope*s3.slope)*0.01**2/(8*(s4.rc + s3.rc))
pT = np.log2(near[0.02]['T']/near[0.01]['T'])
pN = np.log2(near[0.02]['NB']/near[0.01]['NB'])
assert abs(near[0.01]['T']/law - 1) < 0.01 and abs(pT - 2) < 0.05 and abs(pN - 4) < 0.1
print(f"contact delta=0.01 bohr: T = {near[0.01]['T']:.4e}, law = {law:.4e}, N = {near[0.01]['NB']:.4e} Ha")
print(f"contact exponents (delta 0.02 -> 0.01 bohr): T {pT:.3f}, N {pN:.3f}")

# ---- finite wall on the rc=3 ket, bra s4, d=2
err = []
for V0 in (1e2, 1e4, 1e6):
    soft = Orbital(1, 0, 3.0, V0)
    t, w = gl(0, 40, 60)
    r = soft.rc + t/soft.decay
    angular = np.array([sphere_integral(soft, x, s4, 2.0) for x in r])
    outer = np.sum(w/soft.decay*r*(soft.eps - V0)*soft.u(soft.rc)*np.exp(-t)*angular)
    total = outer + two_centre(s4, soft, 2.0)['NB']
    err.append(outer - shell43)
    print(f"finite wall V0 = {V0:.0e} Ha: outside part = {outer:.7f} Ha, total = {total:.7f} Ha")
assert 9 < err[1]/err[2] < 11 and abs(err[2]) < 2e-4 and abs(total - I43['T']) < 2e-4
show("error ratio of outside part, V0 1e4 vs 1e6", err[1]/err[2], "")

# ---- H atom, on-site pair rc = 3 and 4
orbs = (s3, s4)
Hm, Sm = np.zeros((2, 2)), np.zeros((2, 2))
for i, a in enumerate(orbs):
    for j, b in enumerate(orbs):
        r, w = gl(0, min(a.rc, b.rc), 80)
        Sm[i, j] = np.sum(w*a.u(r)*b.u(r))
        Hm[i, j] = np.sum(w*(0.5*r**2*a.dg(r)*b.dg(r) - a.u(r)*b.u(r)/r))
S, e1, e2 = Sm[0, 1], s3.eps, s4.eps
gap, onsite_shell = e1 - e2, 0.5*s3.slope*s4.u(s3.rc)
assert abs(onsite_shell + gap*S) < 1e-10 and abs(Hm[0, 1] - e2*S) < 1e-10
true = eigh(Hm, Sm, eigvals_only=True)
assert abs(true[0] - e2) < 1e-9 and abs(true[1] - (e1 - S*S*e2)/(1 - S*S)) < 1e-8
sym = eigh(np.array([[e1, 0.5*(e1 + e2)*S], [0.5*(e1 + e2)*S, e2]]), Sm, eigvals_only=True)[0]
tri = eigh(np.array([[e1, e1*S], [e1*S, e2]]), Sm, eigvals_only=True)[0]
assert abs(sym - (0.5*(e1 + e2) - gap/(2*np.sqrt(1 - S*S)))) < 1e-9 and sym < -0.5
assert abs(tri - (e2 - S*S*gap/(1 - S*S))) < 1e-8 and tri < sym
print(f"H atom pair: S = {S:.7f}, u_4(3 bohr) = {s4.u(3.0):.7f} bohr^-1/2, Delta = {gap:.7f} Ha")
print(f"  H12 true = {Hm[0, 1]:.7f} Ha, eps1*S = {e1*S:.7f} Ha, shell = {onsite_shell:.7f} Ha")
print(f"  true roots = {true[0]:.7f}, {true[1]:.7f} Ha")
print(f"  naive lowest root: symmetrized = {sym:.7f} Ha, wrong triangle = {tri:.7f} Ha")
print(f"  symmetrized root below -1/2 Ha by {-0.5 - sym:.7f} Ha = {(-0.5 - sym)*EV:.4f} eV")

# ---- H2+ at R = 2 bohr, one rc = 4 orbital per nucleus
R = 2.0
I = two_centre(s4, s4, R)
sig, S = shell(s4, s4, R), I['S']
r, w = gl(abs(R - s4.rc), s4.rc, 40)
u_int = np.sum(w*s4.u(r))
assert abs(I['T'] - I['NB'] - s4.slope*u_int/(4*R)) < 1e-9 and abs(I['NA'] - I['NB']) < 1e-9
ri, wi = gl(0, R, 60)
ro, wo = gl(R, s4.rc, 60)
other = -np.sum(wi*s4.u(ri)**2)/R - np.sum(wo*s4.u(ro)**2/ro)
Haa = T_on_grad - np.sum(w4*s4.u(r4)**2/r4) + other
Hab, Hab_naive = I['T'] + I['V'], I['NB'] + I['V']
Smat = np.array([[1, S], [S, 1]])
Eg, Eu = eigh(np.array([[Haa, Hab], [Hab, Haa]]), Smat, eigvals_only=True)
Ng, Nu = eigh(np.array([[Haa, Hab_naive], [Hab_naive, Haa]]), Smat, eigvals_only=True)
assert sig < 0 and abs(Ng - Eg - abs(sig)/(1 + S)) < 1e-9 and abs(Eu - Nu - abs(sig)/(1 - S)) < 1e-9
mol = gto.M(atom=f'H 0 0 0; H 0 0 {R}', unit='Bohr', basis='aug-cc-pv5z', charge=1, spin=1, verbose=0)
ref = eigh(mol.intor('int1e_kin') + mol.intor('int1e_nuc'), mol.intor('int1e_ovlp'), eigvals_only=True)
assert Eg > ref[0] and Eu > ref[1]
print(f"H2+ R = {R} bohr, rc = {s4.rc} bohr: S = {S:.7f}, int u drho = {u_int:.7f} bohr^1/2")
print(f"  T_AA = {T_on_grad:.7f} Ha, <A|-1/rB|A> = {other:.7f} Ha, H_AA = {Haa:.7f} Ha")
print(f"  T_AB = {I['T']:.7f} Ha, N_AB = {I['NB']:.7f} Ha, Sigma = {sig:.7f} Ha")
print(f"  V_AB = {I['V']:.7f} Ha, H_AB = {Hab:.7f} Ha, H_AB naive = {Hab_naive:.7f} Ha")
print(f"  sigma_g electronic: true {Eg:.7f}, naive {Ng:.7f}, aug-cc-pV5Z {ref[0]:.6f} Ha")
print(f"  sigma_u electronic: true {Eu:.7f}, naive {Nu:.7f}, aug-cc-pV5Z {ref[1]:.6f} Ha")
print(f"  naive - true, sigma_g: {Ng - Eg:.7f} Ha = {(Ng - Eg)*EV:.4f} eV")
print(f"  naive - true, sigma_u: {Nu - Eu:.7f} Ha = {(Nu - Eu)*EV:.4f} eV")
print(f"  sigma_u minus aug-cc-pV5Z: true {Eu - ref[1]:.6f} Ha, naive {Nu - ref[1]:.6f} Ha")
Dt, Dn = s4.eps - Eg - 1/R, s4.eps - Ng - 1/R
print(f"  binding eps - (E_g + 1/R): true {Dt:.7f} Ha = {Dt*EV:.4f} eV")
print(f"  binding eps - (E_g + 1/R): naive {Dn:.7f} Ha = {Dn*EV:.4f} eV")
show("1 Ha", EV, "eV")
print("ALL CHECKS PASSED")
```

It prints:

```
1s Z=1 rc=3: eps = -0.4239673 Ha, s = -0.4817360 bohr^-3/2, deps/drc = -0.1160348 Ha/bohr
1s Z=1 rc=4: eps = -0.4832653 Ha, s = -0.2253866 bohr^-3/2, deps/drc = -0.0253996 Ha/bohr
2pz Z=2 rc=3.5: eps = -0.3499161 Ha, s = -0.6033933 bohr^-3/2, deps/drc = -0.1820417 Ha/bohr
s4|s3 d=2: S = 0.4484381, T grad = 0.1202599 Ha
  ket B: N = 0.1914436 Ha, Sigma = -0.0711837 Ha
  ket A: N = 0.1270878 Ha, Sigma = -0.0068280 Ha
s4|pz d=2.5: S = -0.4528576, T grad = -0.2173503 Ha
  ket B: N = -0.3172483 Ha, Sigma = 0.0998979 Ha
  ket A: N = -0.1986846 Ha, Sigma = -0.0186658 Ha
nested s3|s4 d=0.5: S = 0.9251660, T grad = 0.5570893 Ha
  ket B: N = 0.5570893 Ha, Sigma = -0.0000000 Ha
  ket A: N = 0.6157081 Ha, Sigma = -0.0586188 Ha
s4|s3 d=2 T from Fourier integral, K=120/bohr: 0.1202599 Ha
s4 on-site T missing above K: 6.8470e-05 Ha, s^2/(2 pi K): 6.7374e-05 Ha
contact delta=0.01 bohr: T = -1.9417e-07, law = -1.9389e-07, N = -2.9186e-13 Ha
contact exponents (delta 0.02 -> 0.01 bohr): T 2.002, N 3.995
finite wall V0 = 1e+02 Ha: outside part = -0.0643107 Ha, total = 0.1220546 Ha
finite wall V0 = 1e+04 Ha: outside part = -0.0704637 Ha, total = 0.1204548 Ha
finite wall V0 = 1e+06 Ha: outside part = -0.0711114 Ha, total = 0.1202795 Ha
error ratio of outside part, V0 1e4 vs 1e6: 9.956882 
H atom pair: S = 0.9766292, u_4(3 bohr) = 0.2404312 bohr^-1/2, Delta = 0.0592980 Ha
  H12 true = -0.4719710 Ha, eps1*S = -0.4140588 Ha, shell = -0.0579122 Ha
  true roots = -0.4832653, 0.8003700 Ha
  naive lowest root: symmetrized = -0.5915629 Ha, wrong triangle = -1.7076026 Ha
  symmetrized root below -1/2 Ha by 0.0915629 Ha = 2.4916 eV
H2+ R = 2.0 bohr, rc = 4.0 bohr: S = 0.5167989, int u drho = 0.5025429 bohr^1/2
  T_AA = 0.5848636 Ha, <A|-1/rB|A> = -0.4849393 Ha, H_AA = -0.9682046 Ha
  T_AB = 0.1280963 Ha, N_AB = 0.1422546 Ha, Sigma = -0.0141583 Ha
  V_AB = -0.7840111 Ha, H_AB = -0.6559148 Ha, H_AB naive = -0.6417565 Ha
  sigma_g electronic: true -1.0707546, naive -1.0614203, aug-cc-pV5Z -1.102622 Ha
  sigma_u electronic: true -0.6462935, naive -0.6755945, aug-cc-pV5Z -0.667524 Ha
  naive - true, sigma_g: 0.0093343 Ha = 0.2540 eV
  naive - true, sigma_u: -0.0293011 Ha = -0.7973 eV
  sigma_u minus aug-cc-pV5Z: true 0.021230 Ha, naive -0.008071 Ha
  binding eps - (E_g + 1/R): true 0.0874893 Ha = 2.3807 eV
  binding eps - (E_g + 1/R): naive 0.0781550 Ha = 2.1267 eV
1 Ha: 27.21139 eV
ALL CHECKS PASSED
```
